# Keeping diffused acid nonnegative: Crank-Nicolson against backward Euler: verification in Python

```python
"""
Result under test: for diffusion of acid on a grid, backward Euler keeps
nonnegative data nonnegative at every r = D*dt/dx^2. Crank-Nicolson is sure
to do so only for r <= 1; a sharp line w cells wide becomes negative in its
first step exactly when 2*lam^w > 1-lam, lam = (1+r-sqrt(1+2r))/r.
Symbols: D diffusivity, dt time step, dx cell width, w line width in cells,
lam decay factor per cell of the implicit half step, acid relative to its
initial value in the line. Walls are reflecting unless stated otherwise.
"""
import numpy as np
from scipy import constants
from scipy.linalg import solve_banded
from scipy.optimize import brentq
from scipy.special import erf

CN, BE = 0.5, 1.0  # weight of the new time level


def advance(acid, r, weight, loss=0.0):
    """One time step; loss is the first-order loss rate times dt."""
    second_difference = np.zeros_like(acid)
    jump = np.diff(acid, axis=0)
    second_difference[:-1] += jump
    second_difference[1:] -= jump
    rhs = acid + (1 - weight) * (r * second_difference - loss * acid)
    bands = np.zeros((3, len(acid)))
    bands[0, 1:] = -weight * r
    bands[2, :-1] = -weight * r
    bands[1] = 1 + weight * (2 * r + loss)
    bands[1, [0, -1]] = 1 + weight * (r + loss)
    return solve_banded((1, 1), bands, rhs)


def sharp_line(width, cells=400):
    acid = np.zeros(cells)
    start = (cells - width) // 2
    acid[start:start + width] = 1.0
    return acid, start


def decay_factor(r):
    return (1 + r - np.sqrt(1 + 2 * r)) / r


def r_from_decay(lam):
    return 2 * lam / (1 - lam)**2


def first_edge(width, r):
    lam = decay_factor(r)
    return (1 - lam - 2 * lam**width) / (1 + lam)


def second_outside(width, r):
    lam = decay_factor(r)
    bracket = 1 - lam**width * (1 + width * (1 + lam))
    return 4 * lam * (1 - lam) * bracket / (1 + lam)**3


def first_limit(width):
    lam = brentq(lambda z: 2 * z**width + z - 1, 0.01, 0.9999)
    return r_from_decay(lam)


def second_limit(width):
    lam = brentq(lambda z: z**width * (1 + width * (1 + z)) - 1,
                 0.01, 0.99)
    return r_from_decay(lam)


# Sign of the complete one-step matrices: covers all nonnegative data.
unit = np.eye(101)
for r in (0.1, 1.0, 10.0, 1e4):
    assert advance(unit, r, BE).min() > -1e-12
    assert advance(unit, r, BE, 5.0).min() > -1e-12
for r in (0.2, 1.0, 1.49):
    assert advance(unit, r, CN).min() > -1e-12
assert advance(unit, 1.51, CN).min() < -1e-4
assert advance(unit, 0.5, CN, 1.0).min() > -1e-12

# One cell between two absorbing cells: here the limit is exactly one.
absorbing = np.array([[0., 0., 0.], [1., -2., 1.], [0., 0., 0.]])
for r, sign in ((0.99, 1), (1.01, -1)):
    value = np.linalg.solve(np.eye(3) - r * absorbing / 2,
                            (np.eye(3) + r * absorbing / 2)
                            @ np.array([0., 1., 0.]))[1]
    assert sign * value > 0
    assert abs(value - (1 - r) / (1 + r)) < 1e-12

# Closed forms for a line against the actual time-stepping scheme.
for width in (1, 2, 3, 10):
    for r in (0.8, 4.5, 20.0, 60.0):
        acid, start = sharp_line(width)
        one = advance(acid, r, CN)
        two = advance(one, r, CN)
        assert abs(one[start] - first_edge(width, r)) < 1e-10
        assert abs(two[start - 1] - second_outside(width, r)) < 1e-10
    limit = first_limit(width)
    acid, start = sharp_line(width)
    assert advance(acid, 0.99 * limit, CN).min() > -1e-12
    assert advance(acid, 1.01 * limit, CN).min() < -1e-6
    limit = second_limit(width)
    for factor, sign in ((0.99, 1), (1.01, -1)):
        two = advance(advance(acid, factor * limit, CN),
                      factor * limit, CN)
        assert sign * two[start - 1] > 0

# One isolated edge.
edge = np.zeros(800)
edge[:400] = 1.0
for r in (1.0, 2.0, 60.0):
    one = advance(edge, r, CN)
    assert one.min() > -1e-12
    assert abs(one[399] - 1 / np.sqrt(1 + 2 * r)) < 1e-10
    assert abs(one[400] - 1 + 1 / np.sqrt(1 + 2 * r)) < 1e-10
    assert (one[400] > one[399]) == (r > 1.5)
edge_lowest = 0.0
edge_run = edge.copy()
for _ in range(20):
    edge_run = advance(edge_run, 60.0, CN)
    edge_lowest = min(edge_lowest, edge_run.min())

# Highest mode on a reflecting grid approaches the alternating mode.
cells = 400
mode = np.cos(np.pi * (cells - 1) * (np.arange(cells) + 0.5) / cells)
cn_mode = np.dot(mode, advance(mode, 60.0, CN)) / np.dot(mode, mode)
be_mode = np.dot(mode, advance(mode, 60.0, BE)) / np.dot(mode, mode)
assert abs(cn_mode - (1 - 120) / (1 + 120)) < 1e-5
assert abs(be_mode - 1 / (1 + 240)) < 1e-5

# Worked example: round parameters for a post-exposure bake.
D, dx, width, bake, dt = 2.0, 1.0, 10, 60.0, 30.0
r = D * dt / dx**2
initial, start = sharp_line(width)
x = (np.arange(len(initial)) - (len(initial) - 1) / 2) * dx
half = width * dx / 2


def continuum(time):
    scale = np.sqrt(4 * D * time)
    return 0.5 * (erf((x + half) / scale) - erf((x - half) / scale))


def run(step, weight, data=initial):
    acid, lowest, history = data.copy(), np.inf, []
    for _ in range(round(bake / step)):
        acid = advance(acid, D * step / dx**2, weight)
        lowest = min(lowest, acid.min())
        history.append(acid)
    return history, lowest


cn, cn_lowest = run(dt, CN)
be, be_lowest = run(dt, BE)
assert cn[0].min() < -0.01 and be_lowest > -1e-12
variances = []
for final in (cn[-1], be[-1]):
    assert abs(final.sum() - initial.sum()) < 1e-9
    variance = np.sum(x**2 * final) / final.sum()
    expected = np.sum(x**2 * initial) / initial.sum() + 2 * D * bake
    assert abs(variance / expected - 1) < 1e-6
    variances.append(variance)

print(f"D = {D:.1f} nm^2/s; dx = {dx:.1f} nm; line = {width*dx:.0f} nm")
print(f"bake = {bake:.0f} s; dt = {dt:.0f} s; r = {r:.1f}")
print(f"diffusion length sqrt(2 D t) = {np.sqrt(2*D*bake):.2f} nm")
print(f"decay factor lam = {decay_factor(r):.5f}")
print(f"CN edge cell, step 1, formula = {first_edge(width, r):.5f}")
print(f"CN edge cell, step 1, scheme = {cn[0][start]:.5f}")
print(f"CN outside cell, step 2, formula = {second_outside(width, r):.5f}")
print(f"CN outside cell, step 2, scheme = {cn[1][start-1]:.5f}")
print(f"highest-mode factors: CN {cn_mode:.5f}, BE {be_mode:.5f}")
print(f"rms width at 60 s: CN {variances[0]**0.5:.3f} nm, "
      f"BE {variances[1]**0.5:.3f} nm")
print("critical r by line width (first step; outside cell in second):")
for cells_wide in (1, 2, 3, 5, 10, 20):
    print(f"  {cells_wide:2d} cells: {first_limit(cells_wide):.3f}; "
          f"{second_limit(cells_wide):.3f}")
print(f"critical dt, first step = {first_limit(width)*dx**2/D:.2f} s")
print(f"critical dt, second step = {second_limit(width)*dx**2/D:.2f} s")
print("relative acid: x in nm, CN, BE, continuum")
for number, profiles in enumerate(zip(cn, be), 1):
    print(f" after {number*dt:.0f} s")
    for position in (0.5, 4.5, 5.5, 10.5, 20.5):
        i = np.argmin(abs(x - position))
        print(f"  {x[i]:4.1f}: {profiles[0][i]:.4f}, "
              f"{profiles[1][i]:.4f}, {continuum(number*dt)[i]:.4f}")
print("dt in s, r, lowest CN, lowest BE, final max errors CN and BE")
errors = {}
for step in (0.5, 5.0, 10.0, 15.0, 30.0):
    c, c_low = run(step, CN)
    b, b_low = run(step, BE)
    errors[step] = [np.max(abs(final - continuum(bake)))
                    for final in (c[-1], b[-1])]
    assert b_low > -1e-12
    if step == 0.5:
        assert c_low > -1e-12
    print(f"  {step:4.1f}, {D*step/dx**2:4.1f}, {c_low:.2e}, "
          f"{b_low:.2e}, {errors[step][0]:.5f}, {errors[step][1]:.5f}")
assert errors[0.5][0] < 1e-3
assert errors[0.5][1] < errors[30.0][1]
print(f"isolated edge, r=60, 20 CN steps: lowest = {edge_lowest:.2e}")

# Initial edge blur as a possible cure of the numerical negative value.
blur = 3.0
blurred = 0.5 * (erf((x + half) / (np.sqrt(2) * blur))
                 - erf((x - half) / (np.sqrt(2) * blur)))
blurred_history, blurred_lowest = run(dt, CN, blurred)
assert blurred_history[0].min() > -1e-12
print(f"edge blur {blur:.1f} nm: lowest CN step 1 = "
      f"{blurred_history[0].min():.2e}, whole run = {blurred_lowest:.2e}")

# Size neutralization with immobile quencher at rough typical densities.
acid_density, quencher_density, capture_radius = 0.10, 0.02, 0.5
rate_constant = 4 * np.pi * D * capture_radius
loss = rate_constant * quencher_density * dt
uniform = np.ones(20)
cn_loss = advance(uniform, r, CN, loss)[10]
be_loss = advance(uniform, r, BE, loss)[10]
assert cn_loss < 0 < be_loss
assert abs(cn_loss - (1 - loss / 2) / (1 + loss / 2)) < 1e-10


def surviving_fraction(step):
    acid = acid_density * initial
    quencher = np.full_like(acid, quencher_density)
    difference = np.sum(acid - quencher)
    for _ in range(round(bake / step)):
        acid = advance(acid, D * step / dx**2, BE)
        b = acid + quencher + 1 / (rate_constant * step)
        product = acid * quencher
        reacted = 2 * product / (b + np.sqrt(b*b - 4*product))
        acid, quencher = acid - reacted, quencher - reacted
    assert min(acid.min(), quencher.min()) > -1e-12
    assert abs(np.sum(acid - quencher) - difference) < 1e-8
    return acid.sum() / (acid_density * initial.sum())


survival = surviving_fraction(0.05)
assert abs(survival - surviving_fraction(0.1)) < 0.01
print(f"acid, quencher = {acid_density:.2f}, {quencher_density:.2f} nm^-3")
print(f"capture radius = {capture_radius:.1f} nm; "
      f"rate constant = {rate_constant:.2f} nm^3/s")
print(f"fixed-quencher loss k dt = {loss:.3f}; "
      f"uniform acid CN {cn_loss:.3f}, BE {be_loss:.3f}")
print(f"acid surviving depletable quencher = {100*survival:.1f} %")
count = acid_density * (width * dx) * 10.0 * 30.0
print(f"acids in 10 x 10 x 30 nm^3 = {count:.0f}; "
      f"Poisson noise = {100/np.sqrt(count):.1f} %")
activation, temperature = 1.0, 373.15
boltzmann_ev = constants.k / constants.e
change = np.exp(activation / boltzmann_ev
                * (1 / temperature - 1 / (temperature + 1))) - 1
print(f"Ea = {activation:.1f} eV, T = {temperature:.2f} K: "
      f"D changes {100*change:.1f} % per +1 K")
print("verified")
```

Output:

```
D = 2.0 nm^2/s; dx = 1.0 nm; line = 10 nm
bake = 60 s; dt = 30 s; r = 60.0
diffusion length sqrt(2 D t) = 15.49 nm
decay factor lam = 0.83333
CN edge cell, step 1, formula = -0.08528
CN edge cell, step 1, scheme = -0.08528
CN outside cell, step 2, formula = -0.19135
CN outside cell, step 2, scheme = -0.19135
highest-mode factors: CN -0.98347, BE 0.00415
rms width at 60 s: CN 15.756 nm, BE 15.756 nm
critical r by line width (first step; outside cell in second):
   1 cells: 1.500; 2.414
   2 cells: 4.000; 4.000
   3 cells: 7.008; 5.801
   5 cells: 14.263; 9.980
  10 cells: 38.225; 23.352
  20 cells: 105.892; 60.574
critical dt, first step = 19.11 s
critical dt, second step = 11.68 s
relative acid: x in nm, CN, BE, continuum
 after 30 s
   0.5: 0.1962, 0.4754, 0.3516
   4.5: -0.0853, 0.3857, 0.3253
   5.5: 0.7623, 0.3390, 0.3129
  10.5: 0.3063, 0.1779, 0.2293
  20.5: 0.0495, 0.0490, 0.0686
 after 60 s
   0.5: 0.2693, 0.3064, 0.2530
   4.5: 0.6041, 0.2797, 0.2430
   5.5: -0.1914, 0.2677, 0.2382
  10.5: 0.2016, 0.1977, 0.2028
  20.5: 0.1225, 0.0860, 0.1086
dt in s, r, lowest CN, lowest BE, final max errors CN and BE
   0.5,  1.0, 5.91e-112, 3.12e-82, 0.00016, 0.00091
   5.0, 10.0, 5.39e-38, 2.05e-27, 0.06048, 0.00781
  10.0, 20.0, 4.09e-27, 1.13e-19, 0.22016, 0.01600
  15.0, 30.0, -6.19e-02, 3.04e-16, 0.30289, 0.02472
  30.0, 60.0, -1.91e-01, 8.60e-12, 0.42952, 0.05340
isolated edge, r=60, 20 CN steps: lowest = 0.00e+00
edge blur 3.0 nm: lowest CN step 1 = 7.08e-16, whole run = 7.08e-16
acid, quencher = 0.10, 0.02 nm^-3
capture radius = 0.5 nm; rate constant = 12.57 nm^3/s
fixed-quencher loss k dt = 7.540; uniform acid CN -0.581, BE 0.117
acid surviving depletable quencher = 26.5 %
acids in 10 x 10 x 30 nm^3 = 300; Poisson noise = 5.8 %
Ea = 1.0 eV, T = 373.15 K: D changes 8.7 % per +1 K
verified
```
